# A Split Ring Resonance Need Not Mean Two Transverse Modes: verification in Python

```python
"""Backscattering doublet of a ring with ONE transverse mode.
Claim: clockwise and counterclockwise waves coupled at rate beta form two
standing waves split by 2|beta|. For permittivity eps_mean*(1+f(theta)), the
relative splitting at azimuthal order m is |f_2m|, the Fourier component 2m.
For a lumped reflector of amplitude r, beta = r*FSR (angular rate).
kappa_e, kappa_0, kappa: bus, intrinsic and total energy decay rates.
All rates in the code are divided by 2 pi and given in GHz.
"""
import numpy as np
from scipy.constants import c
from scipy.linalg import eigh
from scipy.optimize import brentq

# ---------- rough ring: real-space finite-difference diagonalization ----------
points = 400
step = 2 * np.pi / points
theta = step * np.arange(points)
eps_mean = 5.76
identity = np.eye(points)
stiffness = (2 * identity - np.roll(identity, 1, axis=0)
             - np.roll(identity, -1, axis=0)) / step**2


def ring_modes(f):
    """Wave numbers and fields of -E'' = k^2 eps_mean (1+f) E."""
    root_eps = np.sqrt(eps_mean * (1 + f))
    values, vectors = eigh(stiffness / np.outer(root_eps, root_eps))
    return np.sqrt(np.maximum(values, 0)), vectors / root_eps[:, None]


def fourier(f, q):
    return np.mean(f * np.exp(-1j * q * theta))


def bare_wave_number(m):
    return 2 * np.sin(m * step / 2) / step / np.sqrt(eps_mean)


roughness_rms = 2e-4
rough = roughness_rms * np.random.default_rng(7).standard_normal(points)
typical = roughness_rms / np.sqrt(points)
k_rough, fields = ring_modes(rough)
orders = [20, 21, 22, 23]
rough_rows = []
for m in orders:
    low, high = k_rough[2 * m - 1], k_rough[2 * m]
    bare = bare_wave_number(m)
    found = (high - low) / bare
    predicted = abs(fourier(rough, 2 * m))
    centre_shift = (high + low) / (2 * bare) - 1
    assert abs(found - predicted) < 0.02 * typical
    assert abs(centre_shift + fourier(rough, 0).real / 2) < 0.02 * typical
    phase = np.angle(fourier(rough, 2 * m))
    for column, shape in ((2 * m - 1, np.cos(m * theta + phase / 2)),
                          (2 * m, np.sin(m * theta + phase / 2))):
        field = fields[:, column]
        overlap = abs(field @ shape) / np.linalg.norm(field) / np.linalg.norm(shape)
        assert overlap > 0.999
    rough_rows.append((m, found, predicted))

# Remove only the responsible Fourier component at the most strongly split order.
m_cut, split_before, _ = max(rough_rows, key=lambda row: row[1])
component = fourier(rough, 2 * m_cut)
filtered = rough - 2 * np.real(component * np.exp(2j * m_cut * theta))
k_filtered, _ = ring_modes(filtered)
split_after = (k_filtered[2 * m_cut] - k_filtered[2 * m_cut - 1]) / bare_wave_number(m_cut)
assert split_after < 0.02 * split_before

# Point scatterer: only the standing wave with an antinode there moves.
point = np.zeros(points)
point[37] = 4e-3
k_point, _ = ring_modes(point)
point_low = k_point[39] / bare_wave_number(20) - 1
point_high = k_point[40] / bare_wave_number(20) - 1
assert abs(point_high) < 1e-10
assert abs(point_low / (-np.mean(point)) - 1) < 0.02

# ---------- ring, bus coupler and lumped reflector: steady-state waves ----------


def scatter(round_phase, K, A, r, inputs=(1, 0)):
    """K: coupler power fraction, A: round-trip power loss, r: reflector amplitude.
    The reflector sits opposite the coupler. Returns both bus outputs and the
    stored energy in arbitrary units."""
    round_phase = np.atleast_1d(round_phase)
    self_coupling = np.sqrt(1 - K)
    reflector = np.array([[np.sqrt(1 - r**2), 1j * r],
                          [1j * r, np.sqrt(1 - r**2)]])
    trip = np.sqrt(1 - A) * np.exp(1j * round_phase)[:, None, None] * reflector
    source = np.array(inputs, dtype=complex).reshape(1, 2, 1)
    drive = np.repeat(1j * np.sqrt(K) * source, len(round_phase), axis=0)
    waves = np.linalg.solve(np.eye(2) - self_coupling * trip, drive)
    outputs = self_coupling * source + 1j * np.sqrt(K) * (trip @ waves)
    stored = np.sum(abs(waves[:, :, 0])**2, axis=1)
    return outputs[:, 0, 0], outputs[:, 1, 0], stored


length = 200e-6
n_group = 4.2
wavelength = 1550e-9
K, A, r = 0.002, 0.004, 0.01
nu0 = c / wavelength / 1e9
fsr = c / (n_group * length) / 1e9
kappa_e = K * fsr / (2 * np.pi)
kappa_0 = A * fsr / (2 * np.pi)
kappa = kappa_e + kappa_0
beta = r * fsr / (2 * np.pi)
splitting = 2 * beta

reflector_matrix = np.array([[np.sqrt(1 - r**2), 1j * r],
                             [1j * r, np.sqrt(1 - r**2)]])
eigenphases = np.angle(np.linalg.eigvals(reflector_matrix))
split_exact = np.ptp(eigenphases) * fsr / (2 * np.pi)
assert abs(split_exact / splitting - 1) < 1e-4
assert abs(split_exact / (fsr * np.arcsin(r) / np.pi) - 1) < 1e-10

detuning = np.linspace(-1.5, 1.5, 30001)
through, back, _ = scatter(2 * np.pi * detuning / fsr, K, A, r)
T, R = abs(through)**2, abs(back)**2
response = kappa / 2 - 1j * detuning
denominator = response**2 + beta**2
T_mode = abs(1 - kappa_e * response / denominator)**2
R_mode = kappa_e**2 * beta**2 / abs(denominator)**2
error_T, error_R = np.max(abs(T - T_mode)), np.max(abs(R - R_mode))
# Coupled-mode theory drops corrections of relative order K, A and r^2.
assert error_T < 5e-3 and error_R < 5e-3
assert abs(R.max() / (kappa_e / kappa)**2 - 1) < 0.01
T_clean = abs(scatter(2 * np.pi * detuning / fsr, K, A, 0)[0])**2
middle = len(detuning) // 2
positive = detuning > 0
dip_position = detuning[positive][np.argmin(T[positive])]
peak_position = detuning[positive][np.argmax(R[positive])]
assert abs(peak_position - np.sqrt(beta**2 - kappa**2 / 4)) < 0.002

# Two-sided drive selects one standing wave.
line_phases = np.array([-np.arcsin(r), np.arcsin(r)])
energy_even = scatter(line_phases, K, A, r, (1, 1))[2]
energy_odd = scatter(line_phases, K, A, r, (1, -1))[2]
selectivity = energy_even[0] / energy_even[1]
selectivity_formula = 1 + (4 * beta / kappa)**2
assert abs(selectivity / selectivity_formula - 1) < 0.01
assert abs(energy_odd[1] / energy_odd[0] / selectivity_formula - 1) < 0.01


def count_features(K, A, ratio, reflected):
    """Number of reflection peaks or transmission dips at 2 beta = ratio*kappa."""
    half_width = (K + A) / 2
    phases = half_width * np.linspace(-3, 3, 801)
    out, returned, _ = scatter(phases, K, A, ratio * half_width)
    signal = abs(returned)**2 if reflected else -abs(out)**2
    return int(np.sum((signal[1:-1] > signal[:-2]) & (signal[1:-1] >= signal[2:])))


thresholds = [("reflection", 1e-3, 1e-3, 1.0, True),
              ("transmission, weak bus coupling", 1e-6, 1e-3, 1 / np.sqrt(3), False),
              ("transmission, kappa_e = kappa_0", 1e-3, 1e-3, 5**-0.25, False)]
threshold_rows = []
for name, K_test, A_test, limit, reflected in thresholds:
    below = count_features(K_test, A_test, 0.95 * limit, reflected)
    above = count_features(K_test, A_test, 1.05 * limit, reflected)
    assert (below, above) == (1, 2)
    threshold_rows.append((name, limit, below, above))

# ---------- imitation by two transverse families, with dispersion ----------
n_group_2 = 3.9
group_slope = 0.5  # d(group index)/d(ln frequency), same for both families


def family_line(order, group_index, line_zero):
    """Detuning of a resonance; order zero lies at line_zero."""
    def turns(x):
        return length * 1e9 / c * (group_index * x + group_slope * x**2 / (2 * nu0))
    return brentq(lambda x: turns(x) - turns(line_zero) - order, -2000, 2000)


family_orders = [-1, 0, 1]
separations = [family_line(p, n_group_2, splitting / 2)
               - family_line(p, n_group, -splitting / 2) for p in family_orders]
fsr_2 = c / (n_group_2 * length) / 1e9
walk = fsr_2 - fsr
for p, separation in zip(family_orders, separations):
    assert abs(separation - splitting - p * walk) < 0.01 * walk

# ---------- printed results ----------
print(f"Circumference: {length*1e6:.0f} um; group index: {n_group:.1f}")
print(f"Wavelength: {wavelength*1e9:.0f} nm; optical frequency: {nu0:.0f} GHz")
print(f"Bus power coupling K: {K:.3f}; round-trip power loss A: {A:.3f}")
print(f"Reflector amplitude r: {r:.3f}; reflected power r^2: {r**2:.1e}")
print(f"Free spectral range: {fsr:.2f} GHz")
print(f"kappa_e/2pi: {kappa_e:.4f} GHz; kappa_0/2pi: {kappa_0:.4f} GHz")
print(f"Total linewidth kappa/2pi: {kappa:.4f} GHz")
print(f"Loaded Q: {nu0/kappa:.3e}")
print(f"beta/2pi: {beta:.4f} GHz")
print(f"Splitting 2 beta/2pi: {splitting:.4f} GHz")
print(f"Splitting from round-trip eigenphases: {split_exact:.4f} GHz")
print(f"Splitting in wavelength: {wavelength**2*splitting*1e9/c*1e12:.2f} pm")
print(f"Splitting / linewidth: {splitting/kappa:.3f}")
print(f"Transmission dips at +/- {dip_position:.4f} GHz, T = {T.min():.4f}")
print(f"Transmission at centre: {T[middle]:.4f}")
print(f"Minimum transmission without backscattering: {T_clean.min():.4f}")
print(f"Reflection peaks at +/- {peak_position:.4f} GHz, R = {R.max():.4f}")
print(f"Peak reflection formula (kappa_e/kappa)^2: {(kappa_e/kappa)**2:.4f}")
print(f"Reflection at centre: {R[middle]:.4f}")
print(f"Largest coupled-mode error in T: {error_T:.1e}; in R: {error_R:.1e}")
print(f"Two-sided drive, energy ratio of the lines: {selectivity:.2f}")
print(f"Energy ratio from formula: {selectivity_formula:.2f}")
for name, limit, below, above in threshold_rows:
    print(f"Threshold 2beta/kappa, {name}: {limit:.4f}")
    print(f"  features 5% below: {below}; 5% above: {above}")
print(f"Second transverse family: group index {n_group_2:.1f}, FSR {fsr_2:.2f} GHz")
print(f"Difference of the two FSRs: {walk:.2f} GHz")
for p, separation in zip(family_orders, separations):
    print(f"Transverse-family separation, relative order {p:+d}: {separation:.2f} GHz")
print(f"Rough ring: {points} points, relative permittivity rms {roughness_rms:.1e}")
for m, found, predicted in rough_rows:
    print(f"m={m}: relative splitting {found*1e6:.3f} ppm, |f_2m| {predicted*1e6:.3f} ppm")
print(f"Component 2m removed for m={m_cut}: {split_before*1e6:.3f} -> {split_after*1e6:.4f} ppm")
print(f"Point scatterer, m=20, mean f: {np.mean(point)*1e6:.3f} ppm")
print(f"  antinode-mode shift: {point_low*1e6:.3f} ppm")
print(f"  node-mode shift below 0.001 ppm: {abs(point_high)*1e6 < 0.001}")
print("all good")
```

Output:

```
Circumference: 200 um; group index: 4.2
Wavelength: 1550 nm; optical frequency: 193414 GHz
Bus power coupling K: 0.002; round-trip power loss A: 0.004
Reflector amplitude r: 0.010; reflected power r^2: 1.0e-04
Free spectral range: 356.90 GHz
kappa_e/2pi: 0.1136 GHz; kappa_0/2pi: 0.2272 GHz
Total linewidth kappa/2pi: 0.3408 GHz
Loaded Q: 5.675e+05
beta/2pi: 0.5680 GHz
Splitting 2 beta/2pi: 1.1360 GHz
Splitting from round-trip eigenphases: 1.1361 GHz
Splitting in wavelength: 9.10 pm
Splitting / linewidth: 3.333
Transmission dips at +/- 0.5626 GHz, T = 0.4368
Transmission at centre: 0.8927
Minimum transmission without backscattering: 0.1114
Reflection peaks at +/- 0.5418 GHz, R = 0.1110
Peak reflection formula (kappa_e/kappa)^2: 0.1111
Reflection at centre: 0.0337
Largest coupled-mode error in T: 3.6e-04; in R: 1.5e-04
Two-sided drive, energy ratio of the lines: 45.30
Energy ratio from formula: 45.44
Threshold 2beta/kappa, reflection: 1.0000
  features 5% below: 1; 5% above: 2
Threshold 2beta/kappa, transmission, weak bus coupling: 0.5774
  features 5% below: 1; 5% above: 2
Threshold 2beta/kappa, transmission, kappa_e = kappa_0: 0.6687
  features 5% below: 1; 5% above: 2
Second transverse family: group index 3.9, FSR 384.35 GHz
Difference of the two FSRs: 27.45 GHz
Transverse-family separation, relative order -1: -26.33 GHz
Transverse-family separation, relative order +0: 1.14 GHz
Transverse-family separation, relative order +1: 28.58 GHz
Rough ring: 400 points, relative permittivity rms 2.0e-04
m=20: relative splitting 8.263 ppm, |f_2m| 8.263 ppm
m=21: relative splitting 20.278 ppm, |f_2m| 20.275 ppm
m=22: relative splitting 11.215 ppm, |f_2m| 11.216 ppm
m=23: relative splitting 6.102 ppm, |f_2m| 6.101 ppm
Component 2m removed for m=21: 20.278 -> 0.0023 ppm
Point scatterer, m=20, mean f: 10.000 ppm
  antinode-mode shift: -10.000 ppm
  node-mode shift below 0.001 ppm: True
all good
```
